# Landé Subtraction for the Wannier Exciton Equation in Momentum Space

## What the missing diagonal costs

Put the Wannier equation on a momentum grid, and the Coulomb matrix element between a grid point and itself is infinite. The singularity is integrable, so it is tempting to set that element to zero and let a finer grid repair the damage. With 40 points of the tangent grid defined below ($k_0=1$), this gives a 1s exciton energy of $-0.770$ instead of $-1$ exciton Rydberg. Doubling the grid does not even halve the error. About 1730 points are needed to bring it down to one percent of the binding energy. Landé subtraction achieves that accuracy with 6 points on the same type of grid.

The dropped element stands for a small interval of momentum in which the attraction is strong. A good scheme must restore the integral over that interval, although the integrand at its centre is infinite.

## The equation and its singularity

Take two isotropic parabolic bands with reduced mass $\mu$, a static relative permittivity $\varepsilon$, and no electron-hole exchange. The centre of mass is at rest. Lengths are in exciton Bohr radii and energies in exciton Rydbergs,

$$a^*=\frac{4\pi\varepsilon_0\varepsilon\hbar^2}{\mu e^2},\qquad \mathrm{Ry}^*=\frac{\hbar^2}{2\mu a^{*2}} .$$

The relative motion then has kinetic energy $k^2$ and potential $-2/r$, whose Fourier transform is $-8\pi/|\mathbf k-\mathbf q|^2$. Energies are measured from the band gap:

$$k^2\phi(\mathbf k)-\int\frac{d^3q}{(2\pi)^3}\frac{8\pi}{|\mathbf k-\mathbf q|^2}\phi(\mathbf q)=E\phi(\mathbf k).$$

For an s state, $\phi$ depends on $q=|\mathbf q|$ alone. With $x$ the cosine of the angle between $\mathbf k$ and $\mathbf q$,

$$\int_{-1}^{1}\frac{dx}{k^2+q^2-2kqx}=\frac{1}{2kq}\ln\frac{(k+q)^2}{(k-q)^2}=\frac{L(k,q)}{kq},\qquad L=\ln\left|\frac{k+q}{k-q}\right| .$$

The prefactor is $8\pi\cdot2\pi/(2\pi)^3=2/\pi$. Multiplying the equation by $k$ and setting $u(k)=k\phi(k)$ gives a symmetric kernel:

$$k^2u(k)-\frac2\pi\int_0^\infty L(k,q)\,u(q)\,dq=E\,u(k).\tag{1}$$

Angular averaging has softened the inverse-square singularity to a logarithm. Its integral is finite, but $L(k,k)$ is still infinite.

The exact bound energies are $-1/n^2$. The 1s function $e^{-r}$ has a Fourier transform proportional to $(1+k^2)^{-2}$, so its unnormalized $u$ is $k/(1+k^2)^2$.

## Subtracting an integral that is known

We want a function of $q$ that equals $u(k)$ at $q=k$ and whose integral against $L$ is known. The choice $(k/q)u(k)$ works. At small $q$, $L\simeq2q/k$, and at large $q$, $L\simeq2k/q$, so $L/q$ is integrable at both ends.

To evaluate the integral, set $q=kt$. The part with $t>1$ equals the part with $t<1$ under $t\to1/t$, because $dt/t$ keeps its measure and the logarithm is unchanged. Hence

$$\int_0^\infty L\frac{dq}{q}=2\int_0^1\ln\frac{1+t}{1-t}\frac{dt}{t}
=4\sum_{m=0}^\infty\frac1{(2m+1)^2}=\frac{\pi^2}{2}.$$

The series follows from $\ln[(1+t)/(1-t)]=2\sum_m t^{2m+1}/(2m+1)$. Adding and subtracting the chosen function gives an identity:

$$\int_0^\infty L\,u(q)\,dq=\int_0^\infty L\left[u(q)-\frac kq u(k)\right]dq+\frac{\pi^2}{2}k\,u(k).\tag{2}$$

Near $q=k$ the bracket is proportional to $q-k$, and $(q-k)\ln|q-k|$ tends to zero. The point $q=k$ may now be omitted from the sum because its contribution really is zero.

Let the nodes be $k_i$ and the weights $w_i$. Collecting the terms in (2) that multiply $u_i$ gives

$$\int L u\,dq\simeq\sum_{j\ne i}w_jL_{ij}u_j+D_iu_i,\qquad
D_i=\frac{\pi^2}{2}k_i-\sum_{j\ne i}w_jL_{ij}\frac{k_i}{k_j}.\tag{3}$$

The subtraction therefore changes nothing but the diagonal. It replaces the infinite product $w_iL_{ii}$ by a finite self-weight $D_i$, whereas the naive scheme has $D_i=0$. With $y_i=\sqrt{w_i}\,u_i$, both schemes diagonalize the real symmetric matrix

$$H_{ij}=k_i^2\delta_{ij}-\frac2\pi\left[\sqrt{w_iw_j}\,L_{ij}(1-\delta_{ij})+D_i\delta_{ij}\right].$$

## A grid on which the error can be calculated

To see what $D_i$ repairs, choose a grid with no other appreciable source of error. Let $k=k_0\tan(\theta/2)$, and use the $N$ midpoints $\theta_i=(i-\tfrac12)h$ with $h=\pi/N$. A prime on $k$ denotes $d/d\theta$:

$$k'=\frac{k_0^2+k^2}{2k_0},\qquad w_i=hk'_i,\qquad \frac{k}{k'}=\sin\theta .$$

Since $\tan a\pm\tan b=\sin(a\pm b)/(\cos a\cos b)$, the kernel becomes

$$L=S(\theta'-\theta)-S(\theta'+\theta),\qquad S(t)=-\ln|2\sin(t/2)|.$$

Write the integrand as $L\,F(\theta')$, where $F=u(q)\,dq/d\theta'$ is odd in $\theta'$. Reversing $\theta'$ in the second term of $L$ turns the half-circle integral into one over the full circle:

$$\int_0^\pi LF\,d\theta'=\int_{-\pi}^{\pi}S(\theta'-\theta)F(\theta')\,d\theta'.$$

For the hydrogenic s states $F$ is smooth on the circle, including $\theta'=\pi$, which represents infinite momentum. The midpoints and their mirror images are $M=2N$ equally spaced points. For a smooth periodic integrand the error of such a sum falls faster than any power of $h$, so the logarithm determines the power-law error.

Set $t=\theta'-\theta_i$ and expand $F$ as $F_i+F_i'\sin t+F_i''(1-\cos t)$ plus a smooth remainder of order $t^3$. Consider the sum that omits $t=0$.

**Constant term.** The integral of $S$ over the circle is zero. The product identity $\prod_{j=1}^{M-1}2\sin(\pi j/M)=M$ makes the sum equal to $-h\ln M$. The sum is therefore too small by $h\ln(2N)\,F_i$.

**Sine term.** This is odd about $t=0$ and contributes nothing to either the sum or the integral.

**Cosine term.** From $S=\sum_{n\ge1}\cos(nt)/n$, the complex Fourier coefficient of $S(1-\cos t)$ for $n\ge2$ is

$$\frac1{2n}-\frac14\left(\frac1{n-1}+\frac1{n+1}\right)=-\frac{1}{2n(n^2-1)} .$$

An equally spaced sum differs from the integral by $2\pi$ times the coefficients at the nonzero multiples of $M$. Counting both signs, the leading difference is $-2\pi\zeta(3)/M^3=-\zeta(3)h^3/(4\pi^2)$, where $\zeta(3)=\sum_r r^{-3}=1.202$.

The cubic part of the remainder is again odd, and its even part starts at $t^4$, which gives order $h^5$.

One correction is needed to return to the half circle. The sum with $j\ne i$ also omits the image point $-\theta_i$, whose term is $-hS(2\theta_i)F_i$. Restoring both omissions gives

$$\int LF\,d\theta'=h\sum_{j\ne i}L_{ij}F_j+hF_i\ln(4N\sin\theta_i)+\frac{\zeta(3)h^3}{4\pi^2}F_i''+\dots\tag{4}$$

Because $hF_i=w_iu_i$ and $N\sin\theta_i=\pi k_i/w_i$, the missing self-weight is

$$D_i^{\rm loc}=w_i\ln\frac{4\pi k_i}{w_i}.\tag{5}$$

At one node of the 40-point grid with $k_0=1$, $k=1.04006$ and $w=0.08175$. Equation (5) gives $0.08175\ln159.9=0.4148$, and the subtraction gives 0.414844. At this central node the two constructions supply nearly the same missing attraction. They differ more at the ends of the grid, where the wave function $u$ is small.

## The energy error when the term is dropped

Insert the exact $u$ into the discrete equation and call the residual $r_i$, so that $(Hu)_i=Eu_i+r_i$ in the unsymmetrized form. Projecting onto the discrete eigenvector, and replacing that vector by $u$ to leading order, gives

$$E_N-E\simeq\frac{\sum_iw_iu_ir_i}{\sum_iw_iu_i^2}.\tag{6}$$

For the dropped diagonal, the lost attraction is $r_i=(2/\pi)D_i^{\rm loc}u_i$. On the tangent grid $N\sin\theta_i\ge1$, so the logarithm in (5) is positive at every node and the shift is upward.

For 1s and $k_0=1$, define $g=uk'$. Then

$$g=\frac{k}{2(1+k^2)}=\frac{\sin\theta}{4},\qquad
\int_0^\infty u^2dk=\int_0^\pi\frac{g^2}{k'}d\theta=\frac1{16}\int_0^\pi\sin^2\theta(1+\cos\theta)d\theta=\frac{\pi}{32}.$$

Equation (6) becomes

$$\Delta E_{\rm drop}\simeq\frac2N\,\frac{32}{\pi}\,\frac1{16}\int_0^\pi\sin^2\theta\,\ln(4N\sin\theta)\,d\theta .$$

The series $\ln\sin\theta=-\ln2-\sum_n\cos(2n\theta)/n$ gives $\int_0^\pi\sin^2\theta\ln\sin\theta\,d\theta=-\tfrac\pi2\ln2+\tfrac\pi4$. Therefore

$$\Delta E_{\rm drop}\simeq\frac{2\ln(2N)+1}{N}.\tag{7}$$

The naive scheme does converge to the right energy, but the logarithm makes it slower than $1/N$. Between 160 and 320 points the observed order is 0.836. At $N=1280$ the computed error is 0.01300 Ry\*, against 0.01304 from (7).

On coarse grids (7) overestimates the error, and a simple model shows why. Since $w=\pi(1+k^2)/(2N)$, the lost attraction is $(1+k^2)\ln(4N\sin\theta)/N$. Replace the slowly varying $\ln(4N\sin\theta)/N$ by a constant $a$. The dropped term then changes the kinetic energy to $(1+a)k^2$ and adds an upward shift $a$. The ground-state energy is

$$-\frac1{1+a}+a=-1+2a-a^2+\dots,$$

so the second-order correction is negative. At $N=160$, matching $2a$ to the first-order value 0.07835 gives $a=0.0392$ and an error of 0.0769, as computed.

The wave function is affected too. In this model its radius grows by $1+a$, so the contact density $|\psi(0)|^2$ falls by $(1+a)^{-3}\simeq0.89$. The computed ratio to the exact density is 0.898. In a model where the optical strength is proportional to contact density, it would be about ten percent too small. With subtraction the ratio is 1.00003.

## The energy error after subtraction

For Landé subtraction the function multiplying $L$ is

$$F(\theta')=g(\theta')-\frac{k\,u(k)}{\sin\theta'} ,$$

because $q'/q=1/\sin\theta'$. It vanishes at $\theta'=\theta$, so the logarithmic self-weight error is absent. Its poles at $0$ and $\pi$ are cancelled by zeros of $L$, and the full integrand remains smooth there. The remaining leading error is the curvature term in (4).

The sum differs from the integral by $-\zeta(3)h^3F''/(4\pi^2)$. The Coulomb term enters with factor $-2/\pi$, and $h^3=\pi^3/N^3$, so $r=\zeta(3)F''/(2N^3)$.

For the second derivative, use $ku=g\sin\theta$ and

$$\frac{d^2}{d\theta^2}\frac1{\sin\theta}=\frac{1+2\cot^2\theta}{\sin\theta}.$$

Thus $F''=g''-(1+2\cot^2\theta)g$ at $\theta'=\theta$. Substitution in (6), followed by integration by parts with $g=0$ at both ends, yields

$$\Delta E_{\rm Landé}\simeq-\frac{\zeta(3)}{2N^3}\,
\frac{\int_0^\pi\left[g'^2+(1+2\cot^2\theta)g^2\right]d\theta}{\int_0^\infty u^2dk}.\tag{8}$$

The leading error is negative for every smooth hydrogenic s state: the discrete exciton is slightly overbound. This does not contradict the variational principle, since a quadrature matrix is not the exact Hamiltonian restricted to a set of trial functions.

For 1s with $k_0=1$, the numerator is

$$\frac1{16}\int_0^\pi(\cos^2\theta+\sin^2\theta+2\cos^2\theta)\,d\theta=\frac{\pi}{8}.$$

Division by $\pi/32$ gives 4, hence

$$\Delta E_{\rm Landé}\simeq-\frac{2\zeta(3)}{N^3}.\tag{9}$$

The local expansion is not uniform for nodes within a few spacings of $\theta=0$ or $\pi$. However, $g$ vanishes linearly at both ends, so the integrand in (8) stays finite, and strips of width $h$ should change the result only at relative order $h$. This last step is an estimate. The coefficient itself is tested by diagonalization: at $N=320$, $N^3\Delta E$ is $-2.395$, against $-2.404$ from (9).

## Using the local self-weight directly

Equation (5) can also be used as the diagonal, without a subtraction sum. Then $F=g$, the second term of $F''$ is absent, and the 1s error is

$$\Delta E_{\rm loc}\simeq-\frac{\zeta(3)}{2N^3}\frac{\int g'^2d\theta}{\int u^2dk}=-\frac{\zeta(3)}{2N^3},$$

because $\int g'^2d\theta=\pi/32$. This is a quarter of the Landé error, and at $N=320$ the computed coefficient is $-0.6010$, as predicted.

The choice between them depends on the grid. Formula (5) assumes nodes that are locally almost evenly spaced in a smooth variable. Landé subtraction obtains its self-weight from the actual nodes and weights, so it needs no formula for the spacing. It does need a quadrature that represents the known integral well, including its tail.

## Choosing the scale, the state and the grid

The scale $k_0$ should match the momentum width of the state. For 1s, changing $k_0$ from 1 to 2 changes the Landé coefficient at $N=320$ from $-2.40$ to $-8.43$. For 2s with $k_0=1$ it is $-11.7$. The cubic rate survives in (8), but its prefactor depends on how well the grid resolves $g$.

Dropping the diagonal costs the 2s state a larger fraction of its binding than the 1s state. At $N=40$ the 2s energy is $-0.1221$ Ry\* instead of $-0.25$, a loss of about half the binding. Landé subtraction gives $-0.25017$.

On a Gauss-Legendre grid in $x$, with $k=(1+x)/(1-x)$, the local weights again describe the naive error. At $N=256$ it is 0.0835 Ry\*, while (6) with (5) gives 0.0854. The subtracted errors at 64, 128 and 256 points are $-1.70\times10^{-5}$, $-2.15\times10^{-6}$ and $-2.7\times10^{-7}$ Ry\*, so each doubling reduces the error about eightfold and the rate is again cubic. These values require care with rounding. The largest $k^2$ on the 256-point grid is of order $10^9$, so double-precision rounding of relative size $10^{-16}$ reaches $10^{-7}$, and direct diagonalization of $H$ returns $-2.16\times10^{-6}$ and $-1.5\times10^{-7}$ for the last two. The difficulty disappears if the attraction matrix is multiplied by $(k^2-E)^{-1/2}$ on both sides and $E$ is adjusted until its largest eigenvalue equals one.

These laws concern bound s states of the unscreened $1/r$ form, with $\varepsilon$ constant. Continuum states are not smooth functions of $k$, so the expansion does not apply to them.

## A model exciton in meV

Take the round parameters $\mu=0.05\,m_e$ and $\varepsilon=10$. The hydrogen Rydberg is multiplied by $0.05/10^2$, giving $\mathrm{Ry}^*=6.8028$ meV. The Bohr radius is multiplied by $10/0.05=200$, giving $a^*=10.58$ nm.

With 40 midpoints and $k_0=1/a^*$, the two binding energies are

$$E_b^{\rm drop}=(1-0.23031)\times6.8028=5.236\ \text{meV},$$

$$E_b^{\rm Landé}=(1+0.0000365)\times6.8028=6.803\ \text{meV}.$$

The naive result loses 1.57 meV through the diagonal alone. The subtracted result is too large by about 0.0002 meV relative to the exact solution of this model. That figure measures the numerical error, not the accuracy of the effective-mass model for a real crystal. The numerical output gives the full convergence sequence.

## Values computed for the example and the checks

```
reduced mass = 0.05 m_e; permittivity = 10
exciton Rydberg = 6.8028 meV
exciton Bohr radius = 10.584 nm
subtraction integral by quadrature = 4.93480220
pi^2/2 = 4.93480220; zeta(3) = 1.202057
N=40 sample node k = 1.04006 1/a*
  its quadrature weight = 0.08175 1/a*
  Lande self-weight = 0.414844 1/a*
  local self-weight = 0.414829 1/a*
1s errors E_N - E in Ry*, midpoint grid, k0 = 1/a*
   N   dropped    drop law   Lande        local
  10  0.595823  0.699146  -2.1729e-03  -6.0242e-04
  20  0.380038  0.418888  -2.8451e-04  -7.5170e-05
  40  0.230310  0.244101  -3.6511e-05  -9.3924e-06
  80  0.134739  0.139379  -4.6280e-06  -1.1739e-06
 160  0.076858  0.078354  -5.8266e-07  -1.4674e-07
 320  0.043042  0.043509  -7.3091e-08  -1.8342e-08
N=1280 dropped error = 0.013001 Ry*
N=1280 drop law = 0.013043 Ry*
observed order 160->320, dropped = 0.836
observed order 160->320, Lande = 2.995
N^3 times error at N=320, in Ry*: computed, predicted
  1s k0=1/a* lande: -2.3951, -2.4041
  1s k0=2/a* lande: -8.4268, -8.4989
  2s k0=1/a* lande: -11.7056, -11.8445
  1s k0=1/a* local: -0.6010, -0.6010
smallest N for 1% 1s error, Lande = 6
N for 1% 1s error from drop law = 1730
  dropped error computed at that N = 0.009974 Ry*
Gauss-Legendre grid, 1s errors in Ry*
   N   dropped    drop law   Lande
  64  0.245763  0.264053  -1.7029e-05
 128  0.145423  0.151507  -2.1578e-06
 256  0.083482  0.085429  -1.5286e-07
N=40 2s energy, dropped = -0.122098 Ry*
N=40 2s energy, Lande = -0.250171 Ry*
N=160 contact density/exact, dropped = 0.89756
N=160 contact density/exact, Lande = 1.00003
N=40 1s binding, dropped = 5.2361 meV
N=40 1s binding, Lande = 6.8031 meV
```
